**Coverage and minimum calibration size of split conformal band-gap intervals**

With $n$ calibration errors $S_i=|y_i-f(x_i)|$ and $k=\lceil(1-\alpha)(n+1)\rceil$, the $k$-th smallest error $q$ covers the error of a new exchangeable material with probability at least $k/(n+1)\ge1-\alpha$. Here $y_i$ is the reference gap, $f(x_i)$ the prediction and $\alpha=1/20$ the tolerated miss probability. The program asserts this bound by leave-one-out counting on lists of scores with and without ties, and finds by counting that a finite interval needs 19 materials. It enumerates, for three finite threshold rules with two calibration scores, a score distribution that defeats each rule as often as the derived bound requires. For a synthetic oxide population it asserts that the simulated mean, spread and lower tail of the coverage agree with the rank and binomial formulas at $n=19$, 99 and 999. The output shows a mean coverage of 0.95 at all three sizes, with a standard deviation falling from 0.048 to 0.007. It also shows coverage dropping to 0.87 in the widest-gap class, to 0.87 when training data are reused, to 0.83 for copied entries, and to about 0.10 when semilocal gaps are taken for measured ones.

## Numerical verification

```python
"""Split conformal intervals for machine-learned band gaps.

Result under test: with n calibration scores S_i = |gap_i - prediction_i| and
k = ceil((1-alpha)(n+1)), the k-th smallest score q (infinite if k = n+1)
covers the score of a new exchangeable material with probability >= k/(n+1)
>= 1-alpha; q is finite only if n >= (1-alpha)/alpha, i.e. 19 for alpha = 1/20.
No always-finite rule based on fewer scores can give the same guarantee.
For independent continuous scores the coverage C of one calibration set obeys
P(C <= c) = P(Binomial(n, c) >= k).
Energies are in eV. The material population is synthetic.
"""
from fractions import Fraction
from itertools import product
from math import ceil, inf, prod, sqrt
import numpy as np
from scipy.constants import physical_constants
from scipy.stats import binom

rng = np.random.default_rng(12345)
ALPHA = Fraction(1, 20)


def rank(n, alpha=ALPHA):
    return ceil((1 - alpha) * (n + 1))


def kth_smallest(scores, k):
    return sorted(scores)[k - 1] if k <= len(scores) else inf


def leave_one_out_hits(bag, k):
    """Number of members covered when each in turn is the new material."""
    return sum(bag[i] <= kth_smallest(bag[:i] + bag[i + 1:], k)
               for i in range(len(bag)))


# --- Exact coverage, given the bag of n+1 scores in random order ---
for n in range(1, 6):                       # every bag with values 0, 1, 2
    quarter = Fraction(1, 4)
    for values in product(range(3), repeat=n + 1):
        hits = leave_one_out_hits(list(values), rank(n, quarter))
        assert Fraction(hits, n + 1) >= 1 - quarter
for n in range(1, 61):
    k = rank(n)
    tied = rng.integers(0, 6, n + 1).tolist()
    distinct = rng.permutation(n + 1).tolist()
    assert Fraction(leave_one_out_hits(tied, k), n + 1) >= 1 - ALPHA
    hits = leave_one_out_hits(distinct, k)
    assert hits == k
    assert 1 - ALPHA <= Fraction(hits, n + 1) < 1 - ALPHA + Fraction(1, n + 1)


# --- Smallest n for which the largest calibration score suffices ---
def smallest_n_by_counting(alpha):
    n = 1
    while Fraction(leave_one_out_hits(list(range(n + 1)), n), n + 1) < 1 - alpha:
        n += 1
    return n


for alpha in (ALPHA, Fraction(1, 10), Fraction(1, 7), Fraction(3, 40)):
    n_min = smallest_n_by_counting(alpha)
    assert n_min == ceil((1 - alpha) / alpha)
    assert rank(n_min, alpha) <= n_min and rank(n_min - 1, alpha) == n_min
n_min = smallest_n_by_counting(ALPHA)
assert n_min == 19


# --- Any finite rule is defeated by a suitable score distribution ---
def distinct_probability(n, m):
    return prod(1 - j / m for j in range(1, n + 1))


finite_rules = (lambda s: 10 * max(s),
                lambda s: sum(s) ** 2 + 1,
                lambda s: 3 * s[0] + s[1] ** 2)
M_SMALL = 7
for rule in finite_rules:
    points = [1]
    while len(points) < M_SMALL:
        highest = max(rule(t) for t in product(points, repeat=2))
        points.append(1 + max(highest, points[-1]))
    misses = sum(t[2] > rule(t[:2]) for t in product(points, repeat=3))
    assert misses / M_SMALL ** 3 >= distinct_probability(2, M_SMALL) / 3 - 1e-12
m_needed = 19
while distinct_probability(18, m_needed) / 19 <= 0.05:
    m_needed += 1
coverage_cap_18 = 1 - distinct_probability(18, m_needed) / 19
assert coverage_cap_18 < 0.95

# --- Synthetic oxides: two scaled descriptors u, v in [0, 1] ---
GAP0, SLOPE, WAVE, NOISE0, NOISE1 = 2.0, 4.0, 0.5, 0.15, 0.35
N_TRAIN, N_POOL = 80, 200000


def draw_materials(u, v):
    scatter = (NOISE0 + NOISE1 * u) * rng.standard_normal(np.shape(u))
    return GAP0 + SLOPE * u + WAVE * np.sin(6 * v) + scatter


def cubic_features(u, v):
    return np.stack([u**a * v**b for a in range(4) for b in range(4 - a)], axis=-1)


u_train, v_train = rng.random((2, N_TRAIN))
gap_train = draw_materials(u_train, v_train)
weights = np.linalg.lstsq(cubic_features(u_train, v_train), gap_train, rcond=None)[0]
u, v = rng.random((2, N_POOL))
gap = draw_materials(u, v)
features = cubic_features(u, v)
predicted = features @ weights
scores = np.abs(gap - predicted)


def coverage(population_scores, q):
    ordered = np.sort(population_scores)
    return np.searchsorted(ordered, q, side="right") / len(ordered)


def thresholds(population_scores, n, repeats):
    k = rank(n)
    sample = rng.choice(population_scores, (repeats, n))
    return np.partition(sample, k - 1, axis=1)[:, k - 1]


print(f"smallest n with finite interval, alpha=0.05: {n_min}")
print(f"rank k at n=18: {rank(18)}, at n=19: {rank(19)}")
print(f"best guaranteed coverage from largest of 18 scores: {18/19:.4f}")
print(f"points M needed to defeat any finite rule at n=18: {m_needed}")
print(f"coverage upper bound at that M: {coverage_cap_18:.6f}")
print(f"model gap = {GAP0} + {SLOPE} u + {WAVE} sin(6v) + scatter, eV")
print(f"scatter standard deviation = {NOISE0} + {NOISE1} u, eV")
print(f"training materials: {N_TRAIN}, population: {N_POOL}")
print(f"population gap, 1st to 99th percentile: {np.percentile(gap, 1):.2f}"
      f" to {np.percentile(gap, 99):.2f} eV")
print(f"mean absolute error of predictor: {scores.mean():.3f} eV")

# --- One calibration set and one new material ---
one_set = rng.choice(scores, 19)
q_one = kth_smallest(one_set.tolist(), rank(19))
u_new, v_new = np.array(0.9), np.array(0.5)
guess = float(cubic_features(u_new, v_new) @ weights)
label = float(draw_materials(u_new, v_new))
hartree = physical_constants["Hartree energy in eV"][0]
print("one set of 19, three largest scores: "
      + ", ".join(f"{s:.3f}" for s in np.sort(one_set)[-3:]) + " eV")
print(f"half-width q: {q_one:.3f} eV = {q_one/hartree:.4f} hartree")
print(f"coverage of this one set over the population: {coverage(scores, q_one):.4f}")
print(f"new material u={u_new}, v={v_new}: prediction {guess:.3f} eV")
print(f"interval: {guess-q_one:.3f} to {guess+q_one:.3f} eV")
print(f"its reference gap: {label:.3f} eV, covered: {abs(label-guess) <= q_one}")

# --- Coverage distribution over calibration sets ---
for n, repeats in ((19, 20000), (99, 20000), (999, 4000)):
    k = rank(n)
    q = thresholds(scores, n, repeats)
    c = coverage(scores, q)
    mean_formula = k / (n + 1)
    sd_formula = sqrt(k * (n + 1 - k) / ((n + 1) ** 2 * (n + 2)))
    low_formula = binom.sf(k - 1, n, 0.9)
    low_error = sqrt(low_formula * (1 - low_formula) / repeats)
    # tolerances: five standard errors; 6 percent for the sampled deviation
    assert abs(c.mean() - mean_formula) < 5 * sd_formula / sqrt(repeats) + 2e-5
    assert abs(c.std() / sd_formula - 1) < 0.06
    assert abs(np.mean(c <= 0.9) - low_formula) < 5 * low_error + 1e-3
    print(f"n={n}, k={k}: mean half-width {q.mean():.3f} eV, its s.d. {q.std():.3f} eV")
    print(f"  mean coverage simulated {c.mean():.4f}, formula {mean_formula:.4f}")
    print(f"  s.d. of coverage simulated {c.std():.4f}, formula {sd_formula:.4f}")
    print(f"  P(coverage<=0.90) simulated {np.mean(c <= 0.9):.4f},"
          f" formula {low_formula:.3g}")
    if n == 99:
        q99, c99 = q, c.mean()
n_safe = 19
while binom.sf(rank(n_safe) - 1, n_safe, 0.9) > 0.01:
    n_safe += 1
print(f"smallest n with P(coverage<=0.90) at most 0.01: {n_safe}")

# --- Effects outside the theorem ---
wide = scores[u > 0.8]
c_wide = coverage(wide, q99).mean()
q_class = thresholds(wide, 19, 20000)
c_class = coverage(wide, q_class).mean()
assert c_wide < 0.93 and abs(c_class - 0.95) < 0.002
print(f"widest-gap class u>0.8, global calibration n=99: coverage {c_wide:.4f}")
print(f"same class, own calibration n=19: coverage {c_class:.4f},"
      f" mean half-width {q_class.mean():.3f} eV")

reused = []
N_REUSED = 40
for _ in range(2000):
    rows = rng.integers(0, N_POOL, N_REUSED)
    test_rows = rng.integers(0, N_POOL, 500)
    w = np.linalg.lstsq(features[rows], gap[rows], rcond=None)[0]
    q_in = kth_smallest(np.abs(gap[rows] - features[rows] @ w).tolist(), rank(N_REUSED))
    reused.append(np.mean(np.abs(gap[test_rows] - features[test_rows] @ w) <= q_in))
assert np.mean(reused) < 0.93
print(f"calibrating on the {N_REUSED} training materials: coverage {np.mean(reused):.4f}")

family_scores = np.repeat(rng.choice(scores, (20000, 5)), 4, axis=1)
q_family = np.sort(family_scores, axis=1)[:, rank(20) - 1]
c_family = coverage(scores, q_family).mean()
assert abs(c_family - 5 / 6) < 0.006
print(f"20 entries that are 5 families of 4 copies: coverage {c_family:.4f},"
      f" 5/6 = {5/6:.4f}")

THERMAL, UNDERESTIMATE = 0.15, 0.30
c_thermal = coverage(np.abs(gap - THERMAL - predicted), q99).mean()
measured_like = gap / (1 - UNDERESTIMATE)
c_level = coverage(np.abs(measured_like - predicted), q99).mean()
assert abs(c_thermal - c99) < 0.06 and c_level < 0.5
print(f"gap lowered by rough {THERMAL} eV (thermal, zero-point), n=99:"
      f" coverage {c_thermal:.4f}")
print(f"rough {UNDERESTIMATE:.0%} semilocal underestimate: mean offset"
      f" {np.mean(measured_like - gap):.2f} eV")
print(f"  coverage of the measured-like gap, n=99: {c_level:.4f}")
print("verified")
```

Output:

```
smallest n with finite interval, alpha=0.05: 19
rank k at n=18: 19, at n=19: 19
best guaranteed coverage from largest of 18 scores: 0.9474
points M needed to defeat any finite rule at n=18: 3340
coverage upper bound at that M: 0.950000
model gap = 2.0 + 4.0 u + 0.5 sin(6v) + scatter, eV
scatter standard deviation = 0.15 + 0.35 u, eV
training materials: 80, population: 200000
population gap, 1st to 99th percentile: 1.64 to 6.64 eV
mean absolute error of predictor: 0.276 eV
one set of 19, three largest scores: 0.722, 0.820, 0.843 eV
half-width q: 0.843 eV = 0.0310 hartree
coverage of this one set over the population: 0.9731
new material u=0.9, v=0.5: prediction 5.820 eV
interval: 4.976 to 6.663 eV
its reference gap: 6.139 eV, covered: True
n=19, k=19: mean half-width 0.813 eV, its s.d. 0.220 eV
  mean coverage simulated 0.9493, formula 0.9500
  s.d. of coverage simulated 0.0477, formula 0.0476
  P(coverage<=0.90) simulated 0.1379, formula 0.135
n=99, k=95: mean half-width 0.741 eV, its s.d. 0.089 eV
  mean coverage simulated 0.9500, formula 0.9500
  s.d. of coverage simulated 0.0216, formula 0.0217
  P(coverage<=0.90) simulated 0.0249, formula 0.0254
n=999, k=950: mean half-width 0.725 eV, its s.d. 0.027 eV
  mean coverage simulated 0.9500, formula 0.9500
  s.d. of coverage simulated 0.0069, formula 0.0069
  P(coverage<=0.90) simulated 0.0000, formula 2.95e-09
smallest n with P(coverage<=0.90) at most 0.01: 97
widest-gap class u>0.8, global calibration n=99: coverage 0.8712
same class, own calibration n=19: coverage 0.9502, mean half-width 1.030 eV
calibrating on the 40 training materials: coverage 0.8749
20 entries that are 5 families of 4 copies: coverage 0.8333, 5/6 = 0.8333
gap lowered by rough 0.15 eV (thermal, zero-point), n=99: coverage 0.9253
rough 30% semilocal underestimate: mean offset 1.72 eV
  coverage of the measured-like gap, n=99: 0.0955
verified
```
